# Why Coating Lives Combine Through Reciprocal Square Roots of Time

A nickel superalloy part runs at 1100 °C under an aluminium-rich coating. The coating protects by feeding a slowly growing alumina scale on its outer face. On its inner face it touches an alloy with less aluminium, and aluminium diffuses away into it. Suppose each drain has been assessed alone. With oxidation only, the reserve would last 15 040 h. With loss to the substrate only, it would last 6136 h. How long does it last when both act?

## The belief and its appeal

A natural answer is to add reciprocal times,

$$\frac1t=\frac1{t_{\rm ox}}+\frac1{t_{\rm sub}},$$

which gives 4358 h. The argument seems sound. Both drains draw on one reserve $Q$ of aluminium per unit area. A drain that empties it in time $t_i$ removes $Q/t_i$ per unit time. Rates of loss add, so $Q/t=Q/t_{\rm ox}+Q/t_{\rm sub}$, and $Q$ cancels.

For constant rates this is correct. If the losses are $q_1t$ and $q_2t$, then $(q_1+q_2)t=Q$ with $q_i=Q/t_i$, and the rule follows. The question is whether it survives when both losses slow down as they proceed.

## How much each drain takes

**The scale.** Let $m$ be the oxygen mass gained per unit area. Growth needs transport through the scale, driven by a fixed chemical-potential difference across a thickness proportional to $m$. The growth rate is therefore inversely proportional to $m$:

$$\frac{dm}{dt}=\frac{k_p}{2m}.$$

The factor 2 is the convention that defines the parabolic constant $k_p$. Multiplying by $2m$ gives $d(m^2)/dt=k_p$, and with no scale at the start, $m=\sqrt{k_pt}$. Alumina, Al₂O₃, binds aluminium and oxygen in the mass ratio $s=2M_{\rm Al}/(3M_{\rm O})=1.124$. The aluminium consumed is thus

$$sm=a\sqrt t,\qquad a=s\sqrt{k_p}.$$

**The substrate.** Take a two-phase coating of beta, rich in aluminium, and gamma, the nickel solid solution. While beta is present and in local equilibrium with gamma, it holds the gamma at its saturation content $c_{\rm sat}$. This content is taken as one constant, as it would be in a two-component alloy; in a real coating it depends on the local chromium and cobalt contents. In the simplest model the interface with the substrate stays at $c_{\rm sat}$ and does not move. The substrate starts at $c_{\rm sub}$, is thick, and has a constant diffusion coefficient $D$. Contents are masses per volume, and $\Delta C=c_{\rm sat}-c_{\rm sub}$.

Let $x$ run from the interface into the substrate. The diffusion equation is $\partial c/\partial t=D\,\partial^2c/\partial x^2$. Try $c=f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then

$$\frac{\partial c}{\partial t}=-\frac{\eta}{2t}f',\qquad D\frac{\partial^2c}{\partial x^2}=\frac{f''}{4t},$$

so $f''=-2\eta f'$ and $f'$ is proportional to $e^{-\eta^2}$. Integrating with $f(0)=c_{\rm sat}$ and $f(\infty)=c_{\rm sub}$ gives

$$c=c_{\rm sub}+\Delta C\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).$$

Since $d\,\mathrm{erfc}(\eta)/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$, the flux into the substrate at $x=0$ is

$$J=-D\frac{\partial c}{\partial x}\bigg|_0=D\,\Delta C\,\frac{2}{\sqrt\pi}\,\frac1{2\sqrt{Dt}}=\Delta C\sqrt{\frac{D}{\pi t}}.$$

Integrating from 0 to $t$, with $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, gives the loss

$$b\sqrt t,\qquad b=2\Delta C\sqrt{D/\pi}.$$

Both losses follow a square root of time, for different reasons. The scale thickens, while the concentration gradient in the substrate spreads out.

## The budget

Both drains start at $t=0$ at constant temperature, and neither changes the other's coefficient. Life is taken to end when the reserve that keeps beta in existence is spent. Acting alone, the drains give $a\sqrt{t_{\rm ox}}=Q$ and $b\sqrt{t_{\rm sub}}=Q$. Acting together, they give

$$a\sqrt t+b\sqrt t=Q.$$

Divide by $Q\sqrt t$ and insert $a/Q=1/\sqrt{t_{\rm ox}}$ and $b/Q=1/\sqrt{t_{\rm sub}}$:

$$\boxed{\frac1{\sqrt t}=\frac1{\sqrt{t_{\rm ox}}}+\frac1{\sqrt{t_{\rm sub}}}}$$

The same steps with losses proportional to $t^n$ give $t^{-n}=t_{\rm ox}^{-n}+t_{\rm sub}^{-n}$. Reciprocal times belong to $n=1$, reciprocal square roots to $n=1/2$.

## The number

The opening lives come from rough, typical parameters for an MCrAlY-type coating, where M stands for nickel, cobalt or both. The coating is 150 µm thick and holds 10 wt% aluminium on average. Saturated gamma holds 5 wt% and the substrate 3 wt%. One density, 7.8 g/cm³, is used throughout. The transport constants are $k_p=5\times10^{-13}$ g²/(cm⁴ s) and $D=5\times10^{-11}$ cm²/s.

The usable content is the excess over saturated gamma, $E=0.05\times7.8=0.39$ g/cm³, so

$$Q=0.39\times0.015\ \text{g/cm}^2=5.85\ \text{mg/cm}^2.$$

Likewise $\Delta C=0.02\times7.8=0.156$ g/cm³. With time in hours, the coefficients are $a=0.0477$ and $b=0.0747$ mg/(cm² h$^{1/2}$). Hence

$$t=\left(\frac{5.85}{0.0477+0.0747}\right)^2\text{h}\approx2285\ \text{h}.$$

At that time the scale has taken 2.28 mg/cm² and the substrate 3.57 mg/cm², which together make up the reserve. At the 4358 h promised by reciprocal times, the two drains would have required 1.38 times the aluminium available.

As a test, the scale's growth law was stepped through time and the substrate's diffusion equation solved on a grid until the reserve ran out, without using the square-root laws. The lives were 15 042 h, 6136 h and, with both drains, 2285 h.

## Where the tempting argument breaks

Rates do add at any one instant: the total is $a/(2\sqrt t)+b/(2\sqrt t)$. But $Q/t_{\rm ox}$ is not an instantaneous rate. It is an average over the whole of $t_{\rm ox}$, including a long, slow late period that the coating never reaches when both drains act.

The average loss to the scale over a time $t$ is $a\sqrt t/t=a/\sqrt t$, which is larger for a shorter period. The joint life is shorter than either separate life, so

$$\frac Qt=\frac a{\sqrt t}+\frac b{\sqrt t}>\frac a{\sqrt{t_{\rm ox}}}+\frac b{\sqrt{t_{\rm sub}}}=\frac Q{t_{\rm ox}}+\frac Q{t_{\rm sub}}.$$

In the example, the scale's average is 0.39 µg/(cm² h) over its own life but 1.00 over the joint life. For the substrate the averages are 0.95 and 1.56 µg/(cm² h). The tempting argument adds 0.39 and 0.95, whereas the reserve is drained at an average of 1.00 plus 1.56.

## How wrong it can be

Write $r=b/a$. The true life is $t=Q^2/(a+b)^2$. The reciprocal rule gives $1/t_{\rm wrong}=a^2/Q^2+b^2/Q^2$, so $t_{\rm wrong}=Q^2/(a^2+b^2)$. The ratio is

$$\frac{t_{\rm wrong}}t=\frac{(1+r)^2}{1+r^2}=1+\frac{2r}{1+r^2}.$$

Because $(1-r)^2\ge0$, we have $2r\le1+r^2$, and the ratio cannot exceed 2. It equals 2 when $r=1$: two equal drains cut the life to a quarter, not to a half. The example has $r=1.57$ and a ratio of 1.91, close to the worst case.

The opposite limit also matters. Let the substrate drain be weak, with $r=0.1$. Its own life is $1/r^2=100$ times that of oxidation, and it looks negligible. The reciprocal rule agrees, since it lowers the life by a factor $1/(1+r^2)=0.99$. The true factor is $1/(1+r)^2=0.83$. A drain that would need a hundred times longer to empty the coating still costs 17 % of the life, because it takes a tenth as much aluminium at every moment.

## A case where reciprocal times are right

Parabolic kinetics alone do not rule out the reciprocal rule. Suppose two transport paths, such as grain interiors and grain boundaries at fixed grain size, feed the growth of one scale in parallel, with constants $k_1$ and $k_2$ that do not change in time. Both work across the same thickness, so

$$\frac{dm}{dt}=\frac{k_1+k_2}{2m},\qquad m^2=(k_1+k_2)t.$$

The reserve is spent when $sm=Q$, or $1/t=s^2(k_1+k_2)/Q^2$. Each path alone would give $1/t_i=s^2k_i/Q^2$. Now reciprocal times add.

Splitting the example's $k_p$ into 30 % and 70 % and stepping the growth law gives separate lives of 50 140 h and 21 492 h, and 15 044 h for both paths. The reciprocal rule reproduces 15 044 h, while the square-root rule would give 7849 h. (The 4 h above the 15 040 h of the opening come from the finite time step.) The constancy of $k_1$ and $k_2$ is needed: if grain coarsening made $k_2$ fall as $t^{-1/3}$, with the same separate life, both paths together would give about 13 450 h, and reciprocal times would be 12 % too long.

The difference is physical. Oxide formed through one path thickens the barrier that the other must cross, so each path slows the other. Aluminium that enters the substrate does not thicken the scale. When two processes share one growing barrier, the squares of the amounts that each would deliver alone add up to the square of the joint amount. When neither process hinders the other, the amounts themselves add.

## Aluminium must also cross the coating

The model so far lets the whole reserve reach either face without delay. In fact beta should dissolve first near the two faces, leaving beta-free gamma zones that aluminium must cross. Does the rule survive?

Let gamma have the same $D$ in coating and substrate, and ignore volume changes. With $c_{\rm sat}$ constant, all gamma in the remaining beta region has the same content, so there is no gradient and no flux. When a front sweeps through this region, it releases $E$ per unit volume.

**Inner front.** Keep $x=0$ at the original interface and put the front at $x=-2\lambda\sqrt{Dt}$, with $\lambda$ a constant to be found. The profile that equals $c_{\rm sat}$ at the front and $c_{\rm sub}$ deep in the alloy is

$$c=c_{\rm sub}+\Delta C\,\frac{\mathrm{erfc}(x/2\sqrt{Dt})}{1+\mathrm{erf}\,\lambda},$$

because $\mathrm{erfc}(-\lambda)=1+\mathrm{erf}\,\lambda$. The front recedes at speed $\lambda\sqrt{D/t}$, and the aluminium it releases must supply the flux leaving it:

$$E\lambda\sqrt{\frac Dt}=\Delta C\sqrt{\frac D{\pi t}}\;\frac{e^{-\lambda^2}}{1+\mathrm{erf}\,\lambda}.$$

Time cancels, which confirms the assumed square-root motion:

$$\lambda(1+\mathrm{erf}\,\lambda)e^{\lambda^2}=\frac{\Delta C}{\sqrt\pi\,E}.$$

The example gives $\lambda=0.182$.

**Outer front.** Let $z$ run inward from the scale, ignoring the small recession of the metal surface, and put the front at $z=2\mu\sqrt{Dt}$. A solution equal to $c_{\rm sat}$ there is

$$c=c_{\rm sat}-A\left[\mathrm{erf}\,\mu-\mathrm{erf}\!\left(\frac z{2\sqrt{Dt}}\right)\right].$$

The flux towards the scale is $D\,\partial c/\partial z=A\sqrt{D/(\pi t)}\,e^{-z^2/4Dt}$. At $z=0$ it must meet the scale's demand $a/(2\sqrt t)$, which fixes $A=(a/2)\sqrt{\pi/D}$. At the front the flux is then $(a/2\sqrt t)e^{-\mu^2}$, and it equals the release $E\mu\sqrt{D/t}$. Therefore

$$2E\mu\sqrt D=a\,e^{-\mu^2},$$

which gives $\mu=0.141$. The metal under the scale stays at 4.80 wt% aluminium, little below saturation.

Until the fronts meet, the flat region between them keeps each from influencing the other. With coating thickness $w$, they meet when

$$2\lambda\sqrt{Dt}+2\mu\sqrt{Dt}=w.$$

With one drain alone and the other face sealed, a single front must cross all of $w$, so $2\mu\sqrt{Dt_{\rm ox}}=w$ and $2\lambda\sqrt{Dt_{\rm sub}}=w$. Dividing the joint condition by $w\sqrt t$ again gives the square-root rule.

The separate lives are now 15 653 h and 9480 h, and the joint life is 2998 h. Reciprocal times would give 5904 h, too long by a factor of 1.97. A grid calculation that conserves aluminium through coating and substrate, with the scale's demand set to $a\sqrt t$, gave 15 650, 9477 and 2998 h.

The joint life is 31 % above that of the fixed-interface model, mostly because the substrate drain is weaker. The flux across the original interface falls by the factor $1/(1+\mathrm{erf}\,\lambda)=0.83$, since aluminium must first cross the inner gamma zone. That zone also gives up some of its own aluminium, which spares beta by a further factor $e^{-\lambda^2}=0.97$. The estimate for these parameters is thus about 3000 h, and the combination rule is unchanged. The neglected recession of the metal surface also moves as $\sqrt t$ and keeps the rule, but it lengthens the joint life: by 4 %, to about 3120 h, at the single density used here, and by about 9 % if each mole of aluminium removed takes 6.9 cm³ of metal with it.

## Real coatings

The parameters are rough values for this class of coating. Both $k_p$ and $D$ vary with composition, so the lives illustrate a regime and do not predict the life of a particular product. Raising $D$ to $1.3\times10^{-10}$ cm²/s, near values reported for aluminium in pure nickel at this temperature, would cut the 2285 h to about 1210 h. The corrections below are sized in the fixed-interface model, relative to its 2285 h.

Thermal cycling can break the assumption of an adherent scale. At 2285 h the scale would be about 11 µm thick. If it spalls completely once, at half that life, $h=1142$ h, oxidation restarts at its fast early rate and the budget becomes

$$a\left(\sqrt h+\sqrt{t-h}\right)+b\sqrt t=Q.$$

The life falls to 1717 h, a loss of 25 %. If the scale instead spalled completely at regular intervals $\tau$, each interval would cost $a\sqrt\tau$. Over many intervals the oxidation loss would be nearly $at/\sqrt\tau$, linear in time. With $t_{\rm ox}$ now the life under this linear loss alone, the budget reads

$$\frac t{t_{\rm ox}}+\sqrt{\frac t{t_{\rm sub}}}=1,$$

and neither combination rule applies.

Temperature matters as much. With rough activation energies of 3.6 eV for $k_p$ and 2.7 eV for $D$, and the phase compositions held fixed, running 20 K hotter shortens the life to 1577 h, a loss of 31 %. A finite wall matters little for the joint life: for a 1 mm wall coated on both faces, the substrate has taken up only 0.03 % less than a thick one at 2285 h. It matters more for the separate life. With substrate loss alone the wall begins to fill, the uptake falls below $b\sqrt t$, and $t_{\rm sub}$ rises from 6136 h to 6621 h. Inserting that value into the square-root rule gives 2393 h, 5 % too long. The single density is not harmless either, because $E$ and $\Delta C$ are differences of contents: illustrative densities of 7.3, 7.9 and 8.1 g/cm³ for coating, saturated gamma and substrate would lower the life to about 1740 h, by 24 %, if the coating kept its volume. That overstates the effect, because the denser end state would need about 14 mg/cm² of nickel to enter, twice what atom-for-atom exchange with the substrate supplies. A mass balance with that exchange, ending when the coating reaches 5 wt%, gives about 2000 h for the three densities and 2210 h for the single one, a shift of about 10 %. A constant $c_{\rm sat}$ is a further simplification. Take, for illustration, 20 wt% chromium in the coating and 10 wt% in the substrate, a chromium diffusion coefficient of $2\times10^{-11}$ cm²/s, and a saturation content that rises by 0.1 wt% aluminium for each wt% of chromium lost. In the moving-front model the joint life then falls from about 3000 h to about 2310 h, and the square-root rule, at about 2230 h, is 4 % too short. Substrate elements also travel outwards: for diffusion coefficients of $1$ to $5\times10^{-11}$ cm²/s they reach 24 to 60 % of their bulk level at the scale by 2285 h, and if they alter $k_p$ the drains are not independent. That effect, the effect of chromium on aluminium diffusion and a composition-dependent $D$ are left out and not sized.

Three further conditions limit the rule. Real alumina scales often grow more slowly than parabolically at long times. If the scale's loss went as $t^{1/3}$ with the same $t_{\rm ox}$, the joint life would be 1661 h, the square-root rule would be too long, and reciprocal times would err by a factor of 2.6, beyond the bound of 2 that holds for two parabolic losses. That shortening comes from holding $t_{\rm ox}$ fixed, which makes the scale take more aluminium than the parabolic one at all earlier times. A $t^{1/3}$ law that instead matches the parabolic loss at 500 h lengthens the joint life to about 2800 h, and the square-root rule, at about 3790 h, is again too long. In a coating of gamma alone, no beta pins the gamma at saturation. Aluminium lost to one side can then lower the content that drives loss to the other, so the drains are no longer independent. And exhaustion of beta is a criterion for the reserve, not the moment at which protection fails, because the remaining gamma still contains aluminium.

Where both losses are parabolic, start together and act independently, the quantities to add are the amounts of the beta reserve that each drain has used up by a given time. In the fixed-interface model these are the amounts of aluminium taken by scale and substrate. With moving fronts they are the depths of beta consumed, and scale and substrate have by then taken 6.01 mg/cm², 3 % more than $Q$, the excess coming from the gamma zones. The numerical output follows.

## Computed values

```
temperature: 1100 C
parabolic constant kp: 5.0e-13 g^2/(cm^4 s)
diffusion coefficient D: 5.0e-11 cm^2/s
density used throughout: 7.8 g/cm^3
coating thickness: 150 um
Al in coating, saturated gamma, substrate: 10.0, 5.0, 3.0 wt%
beta excess E: 0.39 g/cm^3
interface excess Delta C: 0.156 g/cm^3
Al/O mass ratio in alumina: 1.124 (ratio)
reserve Q: 5.85 mg/cm^2
scale coefficient a: 0.0477 mg/(cm^2 h^0.5)
substrate coefficient b: 0.07468 mg/(cm^2 h^0.5)
ratio r = b/a: 1.566 (ratio)
life, oxidation only: 15040 h
life, substrate loss only: 6136 h
joint life, root rule: 2285 h
wrong life, reciprocal times: 4358 h
wrong life / joint life: 1.907 (ratio)
Al demand at wrong life / reserve: 1.381 (ratio)
stepped lives, ox / sub / joint: 15042 / 6136 / 2285 h
Al in scale at joint life: 2.28 mg/cm^2
Al in substrate at joint life: 3.57 mg/cm^2
mean scale loss over its own life: 0.389 ug/(cm^2 h)
mean scale loss over joint life: 0.9979 ug/(cm^2 h)
mean substrate loss over its own life: 0.9534 ug/(cm^2 h)
mean substrate loss over joint life: 1.562 ug/(cm^2 h)
largest error factor in scan: 2 (ratio)
shared scale, path 1 / path 2 / both: 50140 / 21492 / 15044 h
shared scale, reciprocal-time rule: 15044 h
shared scale, root rule (wrong here): 7849 h
inner front lambda: 0.1816 (number)
outer front mu: 0.1413 (number)
two-front lives, ox / sub / joint: 15653 / 9480 / 2998 h
grid lives, ox / sub / joint: 15650 / 9477 / 2998 h
two-front wrong life, reciprocal times: 5904 h
two-front wrong life / joint life: 1.969 (ratio)
joint life change from moving fronts: 31.2 %
surface Al in two-front model: 4.80 wt%
scale thickness at joint life: 10.9 um
joint life with one full spall at half life: 1717 h
life change from that spall: -24.9 %
diffusion length sqrt(D t) at joint life: 203 um
uptake deficit, 1 mm wall coated on both faces: 0.031 %
activation energies, kp / D: 3.6 / 2.7 eV
joint life at 20 K higher temperature: 1577 h
life change from 20 K: -31.0 %
```
